Why short-ranged basis functions misplace work functions and Shockley states

**The size of the effect**

A fifteen-plane model metal slab has a work function of 4.71 eV when its wave functions are free to extend into the vacuum. With a compact Gaussian basis on every atomic plane, the same slab and the same density functional give 2.32 eV. Three broad functions added on each outermost plane bring the value to 4.57 eV. The compact basis has nine functions per plane, and nothing was added to it in the interior, so most of what it lacks must lie at the surface.

The broad functions that repair the error are themselves centred on atoms. The fault is therefore not the centring but the reach: how far beyond the last plane the basis can represent a decaying wave function. A short reach damages the work function and the Shockley state by different routes, and the size of the second error depends on whether the level is measured from vacuum or from the Fermi level.

**The model surface**

Hartree atomic units are used, and the vacuum level is zero. The slab is symmetric, neutral and uniform in its plane; z is the normal coordinate, with z = 0 on the central plane. The planes are a = 5 bohr apart, and the slab edge lies a/2 = 2.5 bohr beyond the outer plane. A uniform positive background n₊ corresponds to r_s = 3 bohr. Inside the slab the ion cores add 2V_g cos(2πz/a), with V_g = 0.08 Ha, which is repulsive on the planes. Exchange and correlation are local, with the Wigner form for correlation. The model represents no particular metal. The numbers below come from a grid of 0.25 bohr. Finer grids leave W at 4.71 eV but move the quoted errors by up to 0.4 mHa, for example −70.1 to −69.8, −31.6 to −31.5, 5.59 to 5.55 and −87.8 to −87.5 mHa, and the compact-basis W from 2.32 to 2.33 eV.

Motion parallel to the surface is free, so each normal state ψ_i of energy ε_i carries a two-dimensional subband. Filled up to parallel wave number k, with two spins, it holds 2·πk²/(2π)² = k²/(2π) electrons per area. Since k²/2 = E_F − ε_i, this number is (E_F − ε_i)/π, and the density is

n(z) = Σ_i (E_F − ε_i) |ψ_i(z)|²/π, summed over filled subbands.

The cores open a gap in the normal motion at wave number π/a. Its lower edge state has a node on the planes, where the cores repel, and its upper edge state does not. The edges lie at −0.236 and −0.076 Ha. The Shockley state lies between them at −0.215 Ha, which is 1.13 eV below E_F, with 70% of its weight in the outer layers and the vacuum. It appears as a nearly degenerate pair, one combination for each parity, and the energies quoted are pair averages.

**A short reach acts as a wall**

Let every basis function vanish farther than r_c from its own plane. Every linear combination then vanishes beyond z = ±w, where w is the position of the outer plane plus r_c. The basis therefore spans a subspace of the functions allowed by hard walls at ±w, and these in turn are a subspace of all functions. By the min–max principle the i-th level is the lowest attainable maximum of the energy over i-dimensional subspaces. Fewer available subspaces cannot lower it, so in a fixed potential

ε_free ≤ ε_wall ≤ ε_basis.

Enlarging the basis at constant r_c can close the second gap but not the first. For r_c = 6 bohr the wall lifts the Shockley level by 5.59 mHa. Box orbitals of that radius give errors of 8.00, 7.42 and 5.67 mHa with four, six and eight functions per plane. The series approaches the wall value, not zero.

The lift follows from comparing the free state ψ with the walled state ψ_w in the same potential v:

−½ψ″ + vψ = εψ,  −½ψ_w″ + vψ_w = ε_wψ_w,  ψ_w(±w) = 0.

Multiply the second equation by ψ and the first by ψ_w, then subtract. The potential drops out:

(ε_w − ε)ψψ_w = −½(ψψ_w″ − ψ_wψ″) = −½ d/dz(ψψ_w′ − ψ_wψ′).

Integrate from −w to w. The terms with ψ_w vanish at the walls:

(ε_w − ε)∫ψψ_w dz = −½[ψ(w)ψ_w′(w) − ψ(−w)ψ_w′(−w)].

Near the right wall, ψ_w is the decaying solution ψ plus enough of the growing solution χ to produce a zero:

ψ_w ≈ ψ − [ψ(w)/χ(w)]χ,

ψ_w′(w) ≈ ψ(w)[ψ′/ψ − χ′/χ], taken at w.

For a slowly varying barrier, ψ and χ behave as κ^(−1/2) exp(∓∫κ dz), with κ(z) = √(2(v(z) − ε)). Their logarithmic derivatives are −κ − κ′/(2κ) and +κ − κ′/(2κ). The κ′ terms cancel in the difference, which leaves ψ_w′(w) ≈ −2κψ(w). At the left wall the sign is reversed. If the tail beyond the walls is small, ∫ψψ_w dz ≈ 1 for states normalized over the slab, and

Δε ≈ κ(w)[|ψ(w)|² + |ψ(−w)|²].

At r_c = 8 bohr the formula and the direct calculation both give 0.587 mHa. At 6 bohr the formula gives 5.16 against 5.59 mHa, and at 5 bohr 12.6 against 16.2 mHa. The weight cut off at 5 bohr is still small, about Δε/(2κ²) = 0.0126/(2 × 0.438²) ≈ 0.03, but κ rises from 0.438 to 0.509 per bohr between 5 and 6 bohr, so the barrier is no longer slowly varying there. Which approximation accounts for the shortfall was not tested.

The lift should fall roughly as exp(−2κr_c). From 8 to 10 bohr it drops from 0.587 to 0.052 mHa, so the decay rate is ln(0.587/0.052)/2 = 1.21 per bohr. The values of κ at the two walls, 0.588 and 0.625 per bohr, have the mean 0.606, and twice this is also 1.21 per bohr. In this range a factor of ten costs 2.30/1.21 = 1.9 bohr of reach, and slightly less farther out, where κ approaches √(2 × 0.215) = 0.66 per bohr.

**Why the work function needs self-consistency**

In a fixed potential the Fermi level responds differently. With N_A electrons per area in M filled subbands, neutrality requires

N_A = Σ_i (E_F − ε_i)/π, hence E_F = (πN_A + Σ_i ε_i)/M.

As long as M does not change, δE_F is the mean of the shifts δε_i. A state spread through a slab of thickness L has |ψ(w)|² proportional to 1/L, so its shift is of order 1/L. There are of order L such states, and their summed shift stays finite. The localized Shockley states also contribute a finite sum. Dividing by M, which is proportional to L, gives

δE_F ∝ 1/L at large L.

With r_c = 6 bohr, going from seven to fifteen planes halves δE_F from 1.59 to 0.79 mHa, while the Shockley lift stays at 5.6 mHa. The ratio of one half is what N + 1 filled subbands for N planes would give, namely 8/16. In a fixed potential, the work-function error caused by the wall thus vanishes in the limit of a thick slab.

The error arises when the potential follows the density. The Hartree potential energy of an electron obeys v_H″ = −4π(n − n₊), and v_H′ vanishes far outside. Integrating inward from the vacuum,

v_H′(z) = 4π∫_z^∞ (n − n₊) dz′.

A second integration, from the central plane outward, gives the rise to the vacuum level. In the double integral each z′ is counted for all z between 0 and z′, which supplies a factor z′:

D = v_H(∞) − v_H(0) = 4π∫₀^∞ z(n − n₊) dz.

Electrons that spill outward make D positive and hold the others in. Let v̄_H be the mean Hartree potential of the central cell and μ̄ = E_F − v̄_H. Because the vacuum level is zero,

W = −E_F = −v̄_H − μ̄.

Here −v̄_H equals D plus v_H(0) − v̄_H, the corrugation inside the central cell. In a thick slab the corrugation and μ̄ are interior properties, which a change at the surface leaves alone. Therefore

ΔW ≈ 4π∫₀^∞ z Δn dz.

A wall pushes the outer electrons inward, so the integral is negative and W comes out too small. The self-consistent runs with walls give

r_c = 5 bohr: ΔW = −70.1 mHa
r_c = 6 bohr: ΔW = −31.6 mHa
r_c = 8 bohr: ΔW = −5.7 mHa
r_c = 10 bohr: ΔW = −0.8 mHa

and the dipole integral reproduces each of these values to the digits shown.

The factor 4π explains why so little charge matters. At r_c = 6 bohr the lost dipole is 0.0316/(4π) = 0.00252 electrons per bohr. One plane holds n₊a = 0.00884 × 5 = 0.0442 electrons per bohr². Moving that amount of charge inward by 0.00252/0.0442 = 0.057 bohr is enough to lower W by 0.86 eV.

**Which Shockley error is meant**

At r_c = 6 bohr in the fixed potential, the Shockley level rises by 5.59 − 0.79 = 4.8 mHa relative to E_F. After self-consistency this error is only 0.66 mHa. The wall is the same in both runs, so the change of potential must have cancelled most of the lift. The direction is reasonable: the weakened dipole lowers the potential at the surface relative to the interior, and a state concentrated there profits more than the bulk states do.

Relative to vacuum, the fall in W adds to the remaining lift. The Shockley level is then too high by 31.6 + 0.7 = 32.3 mHa. A basis can therefore place the state well with respect to E_F and still misplace it by almost an electronvolt with respect to vacuum. Agreement of the binding energy below E_F is no evidence that the vacuum tail is converged.

**What Gaussians do**

Gaussians have no sharp edge, so the wall is a guide for them and not a theorem. The relevant comparison is the slope of the logarithm. The broadest-reaching function of a set with powers up to x² is x² exp(−αx²), where x is the distance from its centre. Its logarithmic slope is 2/x − 2αx, whereas a wave function in a flat barrier has the constant slope −κ. The Gaussian starts to fall too fast where

2αx² − κx − 2 = 0, so x = [κ + √(κ² + 16α)]/(4α).

With κ = 0.5 per bohr, α = 0.3 bohr⁻² gives x = 2.3 bohr, which is just inside the slab edge. With α = 0.1 bohr⁻² it is 4.7 bohr, about 2 bohr into the vacuum. This x marks only where the fall becomes too steep and is not an equivalent wall radius: the walls that give the same errors in W as the compact and diffuse sets below lie near r_c = 4.7 and 8 bohr, roughly twice as far out.

The compact set has α = 0.3, 0.7 and 1.6 bohr⁻², each with powers 0, 1 and 2 of x. Three functions per side were then added: tight ones (α = 1.1) or diffuse ones (α = 0.1) on the outer plane, or floating ones (α = 0.3) centred 5 bohr beyond it. The self-consistent errors against the reference are as follows.

Compact: W −87.8 mHa; Shockley to E_F +3.8 mHa
Tight added: W −65.3 mHa; Shockley to E_F +2.2 mHa
Diffuse added: W −5.2 mHa; Shockley to E_F +0.04 mHa
Floating added: W −2.0 mHa; Shockley to E_F +0.6 mHa
Diffuse and floating: W −0.7 mHa; Shockley to E_F below 0.01 mHa

The diffuse functions leave 5.2/87.8 = 6% of the work-function error, the floating ones 2%, and both together 0.8%, or 0.02 eV. Measured from vacuum, the Shockley error falls from 91.6 mHa to 5.3, 2.6 and 0.7 mHa in the same order. Floating functions do better for W here and diffuse functions for the level relative to E_F. With one exponent and one position tried for each, this is no general ranking.

The tight functions remove a quarter of the error and leave W 1.8 eV too low, and even this gain is fragile. It rests on nearly linearly dependent combinations: the smallest eigenvalue of the overlap matrix of the normalized functions is 1.4 × 10⁻⁹, and all combinations were kept. If those with eigenvalues below 10⁻⁷ are discarded, the error returns to −87 mHa. With a threshold of 10⁻⁶ the compact and tight sets both give about −88 mHa, while the diffuse set stays at −5 mHa.

The change of μ̄ is at most 0.22 mHa, so the compact set's failure is indeed one of the surface dipole. Diffuse functions on the outer planes alone reduce this change from 0.217 to 0.004 mHa. Its origin was not traced.

**What to do about it**

Converge the reach separately from the number of functions. Add a diffuse shell to the outer atoms or a layer of floating functions outside them, and repeat until W stops moving. With orbitals of fixed cut-off, a larger set settles on a wrong value, as the box orbitals show. Gaussians have no such strict limit, and further short-range functions can still reduce the error, but inefficiently: the three tight functions per side left three quarters of the error in W, and nearly all of it once nearly dependent combinations were discarded, while the three diffuse ones left only 6%. For numerical orbitals with a cut-off, increase r_c itself. In this model r_c = 8 bohr still costs 5.7 mHa, or 0.15 eV, in W, and 10 bohr costs 0.02 eV.

Confine the diffuse functions to the surface layers. Two equal s Gaussians a distance a apart overlap by exp(−αa²/2), which is 0.02 for α = 0.3 bohr⁻² and 0.29 for α = 0.1 bohr⁻². Broad functions on every plane therefore bring the basis closer to linear dependence. If floating functions are used, keep them in every calculation whose energies are compared, since they lower the energy variationally wherever they are present.

The required reach grows as the state becomes shallower. Far outside, κ tends to √(−2ε), so halving the depth of a level below vacuum lengthens its tail by √2. The local functional used here also lacks the image potential. That attraction would lower the barrier far outside the surface (at 10 bohr beyond the outer plane the local potential is −0.019 Ha, the image form −0.03 to −0.04 Ha depending on the image plane), reduce κ there and lengthen the tail, so the distances found here should not be carried over to such a potential without a new convergence check.

Finally, state the reference level of every surface-state energy and converge W alongside it. The binding energy below E_F may look settled while the position relative to vacuum is still wrong. That position is the starting point for estimating the level alignment with a weakly coupled partner. It is not the final answer: a partner that pushes the electron tail back changes the surface dipole, as the wall does here, even if it exchanges no charge with the surface.

Numbers as computed

```
plane spacing a = 5.00 bohr, r_s = 3.00 bohr
core strength V_g = 0.080 Ha, planes = 15
mean density = 0.008842 bohr^-3
reference W = 0.17305 Ha = 4.709 eV
reference Shockley level = -0.21462 Ha (vacuum = 0)
Shockley level minus E_F = -0.04157 Ha = -1.131 eV
bulk gap edges = -0.23648, -0.07552 Ha
Shockley weight in outer layers + vacuum = 0.701
coarse-grid change of W = -0.320 mHa
coarse-grid change of Shockley = 0.276 mHa
hard wall at r_c beyond the outer plane (errors against reference):
 r_c = 5.0 bohr: kappa = 0.4377 bohr^-1
  fixed-v Shockley shift 16.1839, tail formula 12.6459 mHa
  self-consistent dW -70.1348, dipole change -70.1347 mHa
  self-consistent Shockley-E_F change 2.3736 mHa
 r_c = 6.0 bohr: kappa = 0.5093 bohr^-1
  fixed-v Shockley shift 5.5851, tail formula 5.1552 mHa
  self-consistent dW -31.6302, dipole change -31.6301 mHa
  self-consistent Shockley-E_F change 0.6630 mHa
 r_c = 8.0 bohr: kappa = 0.5876 bohr^-1
  fixed-v Shockley shift 0.5869, tail formula 0.5871 mHa
  self-consistent dW -5.6769, dipole change -5.6770 mHa
  self-consistent Shockley-E_F change 0.0316 mHa
 r_c = 10.0 bohr: kappa = 0.6248 bohr^-1
  fixed-v Shockley shift 0.0520, tail formula 0.0523 mHa
  self-consistent dW -0.8191, dipole change -0.8191 mHa
  self-consistent Shockley-E_F change -0.0012 mHa
fixed potential, r_c = 6 bohr, 7 planes then 15 planes:
 E_F shift 1.5877, 0.7937 mHa
 Shockley shift 5.6389, 5.5851 mHa
box orbitals of radius 6 bohr, Shockley error (fixed potential):
 4 per plane: 8.0008 mHa
 6 per plane: 7.4199 mHa
 8 per plane: 5.6711 mHa
Gaussians x^l exp(-alpha x^2), l = 0,1,2; alpha in bohr^-2:
 compact 0.3 0.7 1.6; tight +1.1; diffuse +0.1; floating 0.3
 floating centres 5.0 bohr beyond outer plane
 compact: W = 2.320 eV, dW = -87.787 mHa
  Shockley error: to vacuum 91.616, to E_F 3.829 mHa
  bulk part (internal E_F) 0.217 mHa
 tight: W = 2.933 eV, dW = -65.270 mHa
  Shockley error: to vacuum 67.472, to E_F 2.201 mHa
  bulk part (internal E_F) 0.105 mHa
 diffuse: W = 4.567 eV, dW = -5.226 mHa
  Shockley error: to vacuum 5.267, to E_F 0.041 mHa
  bulk part (internal E_F) 0.004 mHa
 floating: W = 4.656 eV, dW = -1.961 mHa
  Shockley error: to vacuum 2.577, to E_F 0.616 mHa
  bulk part (internal E_F) 0.217 mHa
 both: W = 4.689 eV, dW = -0.721 mHa
  Shockley error: to vacuum 0.722, to E_F 0.001 mHa
  bulk part (internal E_F) 0.003 mHa
```
